# Choosing the band cutoff for second-variational spin-orbit coupling

In a crystal of heavy atoms, spin-orbit coupling splits valence bands that would otherwise be degenerate. It also mixes the valence $p$ states with $p$ states far above them. One way to include the coupling is to solve the scalar-relativistic problem first, keep some of its bands, and diagonalize the spin-orbit operator among these. This is the second-variational method, and the user must set the number of bands kept, $N$. Too small an $N$ leaves out part of the mixing, while too large an $N$ loses the saving in work.

## What the setting controls

At a fixed wave vector $\mathbf k$, let the scalar-relativistic mean-field Hamiltonian $H_0$ act in $M$ orthonormal spatial orbitals, with

$$H_0|n\rangle=e_n|n\rangle,\qquad e_1\le e_2\le\dots\le e_M .$$

The full problem is $H=H_0\otimes 1+V$ in $2M$ dimensions, where $V$ is the spin-orbit operator. The potential is held fixed, the crystal is nonmagnetic and has an inversion centre, and $\hbar=1$.

The second variation keeps the lowest $N$ bands with both spins and diagonalizes

$$A_{ns,ms'}=e_n\delta_{nm}\delta_{ss'}+\langle ns|V|ms'\rangle ,$$

a matrix of size $2N$. Its ordered eigenvalues are called $E_j(N)$, and those of the full problem $E_j$.

For orbitals labelled by a shell $a$ and an angular function, take

$$V=\xi\sum_{ab}g_ag_b\,|a\rangle\langle b|\;\mathbf L\cdot\mathbf S .$$

The factorized strength $g_ag_b$ is an approximation. The coupling is concentrated near the nucleus, where radial functions of equal $l$ are nearly proportional. If $\xi_{ab}$ is the integral of $1/r^3$ between shells, proportionality would make $\xi_{23}/\sqrt{\xi_{22}\xi_{33}}$ equal to one. Hydrogenic $2p$ and $3p$ functions give 0.94.

Since $\mathbf S=\boldsymbol\sigma/2$,

$$\mathbf L\cdot\mathbf S=\frac12\begin{pmatrix}L_z&L_x-iL_y\\L_x+iL_y&-L_z\end{pmatrix}.$$

Let $C$ be the $M\times N$ matrix of kept scalar eigenvectors and $\Lambda_i=\sum_{ab}g_ag_b|a\rangle\langle b|\,L_i$. The spin blocks are then

$$V_{\uparrow\uparrow}=\tfrac{\xi}{2}C^\dagger\Lambda_zC=-V_{\downarrow\downarrow},\qquad V_{\uparrow\downarrow}=\tfrac{\xi}{2}C^\dagger(\Lambda_x-i\Lambda_y)C=V_{\downarrow\uparrow}^\dagger .$$

The algorithm at each $\mathbf k$ is therefore: diagonalize $H_0$, form two blocks, add $e_n$ to the diagonal, and diagonalize $A$.

## Raising the cutoff never raises a level

By the min-max principle, $E_j(N)$ is the smallest value, over all $j$-dimensional subspaces of the kept space, of the largest energy expectation value in the subspace. Adding a band admits more subspaces and removes none, so

$$E_j\le E_j(N+1)\le E_j(N),\qquad E_j(M)=E_j .$$

The limit is the answer in the chosen orbital basis. A radial shape that this basis cannot represent is still missing at $N=M$, so the quality of the basis needs a separate convergence study.

## How large the error is

Let $P$ project on the kept spin-bands and $Q$ on the discarded ones. Because $H_0$ is diagonal in its own bands, $PH_0Q=0$, and

$$H=\begin{pmatrix}A&B\\B^\dagger&D\end{pmatrix},\qquad B=PVQ,\quad D=QHQ .$$

Let $d$ be the lowest eigenvalue of $D$. For $E<d$ the matrix $D-E$ is positive and invertible. Block elimination, which is a congruence, turns $H-E$ into the two blocks $S(E)-E$ and $D-E$, with

$$S(E)=A-B(D-E)^{-1}B^\dagger .$$

A congruence preserves the number of negative eigenvalues, and $D-E$ has none. Hence $H$ has as many eigenvalues below $E$ as $S(E)$ has. As $E$ rises, $(D-E)^{-1}$ grows and $S(E)$ falls, so the $j$-th eigenvalue of $S(E)-E$ crosses zero at most once. The crossing is at $E=E_j$: each level below $d$ is the $j$-th eigenvalue of $S(E_j)$.

**A safe bound.** Write $\delta=E_j(N)-E_j\ge0$ and suppose $G=d-E_j(N)>0$. The subtracted term in $S(E_j)$ has norm at most $\|B\|^2/(d-E_j)$, and it can lower an eigenvalue of $A$ by no more than its norm. Since $d-E_j=G+\delta$,

$$\delta\le\frac{\|B\|^2}{G+\delta}\;\Rightarrow\;\delta^2+G\delta-\|B\|^2\le0\;\Rightarrow\;\delta\le\tfrac12\left[\sqrt{G^2+4\|B\|^2}-G\right].$$

This is usually pessimistic for two reasons. The norm $\|B\|$ is the strongest coupling of any kept state to the discarded space, which can be much larger than the coupling of level $j$ itself, and the whole coupling is treated as if it led to the lowest discarded level.

**A working estimate.** Let $\psi_j$ be the eigenvector of $A$ with energy $E_j(N)$. First-order perturbation theory in the subtracted term, with $D$ replaced by its scalar part and $E_j$ by $E_j(N)$ (a change of second order in the denominator, hence of fourth order in the result), gives

$$\delta_j\simeq\sum_{q\ \mathrm{discarded}}\frac{|\langle q|V|\psi_j\rangle|^2}{e_q-E_j(N)},$$

where $q$ runs over discarded bands and both spins. The truncation error is thus of second order in $V$. The neglected part $QVQ$ of $D$ enters at third order. Coupling through the subtracted term to another level $i$ contributes its square divided by $E_i(N)-E_j(N)$, which is of fourth order if that separation stays finite as $V\to0$.

The Kramers partner needs a separate argument. Let $\Theta$ be inversion times time reversal, so $\Theta^2=-1$, and let $W$ be the subtracted operator. If the cutoff does not divide a degenerate scalar level, the kept and discarded spaces are each invariant under $\Theta$, and $W$ commutes with it. Antiunitarity means $\langle\Theta x|\Theta y\rangle=\langle y|x\rangle$, so

$$\langle\psi|W\Theta\psi\rangle=\langle\Theta W\Theta\psi|\Theta\psi\rangle=\langle W\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|W\Theta\psi\rangle=0 .$$

The two diagonal elements are equal by the same rule. The estimate therefore holds for each member of an isolated pair. For other degenerate levels, the matrix of $W$ within the level must be diagonalized, unless symmetry makes it a multiple of the identity, as it does for the $j=\tfrac32$ quartet at $\Gamma$ in the model below.

If the scalar step has produced all $M$ eigenvectors, the estimate needs no further diagonalization beyond that of the small matrices within degenerate levels, where these are required. It can be subtracted from $E_j(N)$, leaving a third-order error; the corrected energy is no longer guaranteed to be an upper bound.

## A model with a known answer

Take a simple cubic crystal with one atom per cell and six $s$ and six $p$ shells, so $M=24$. The $p$ on-site energies are $4(a^2-1)$ eV for $a=1,\dots,6$, and each $s$ level lies 6 eV below its $p$ partner. With $k_i$ in units of the inverse lattice constant, nearest-neighbour hopping gives

$$h_{ss}=2t_{ss}\sum_i\cos k_i,\qquad h_{s,p_i}=2it_{sp}\sin k_i,$$
$$h_{p_i,p_i}=2t_\sigma\cos k_i+2t_\pi\sum_{j\ne i}\cos k_j .$$

The values are $t_{ss}=-0.3$, $t_{sp}=0.5$, $t_\sigma=0.6$ and $t_\pi=-0.15$ eV. Between shells $a$ and $b$ the same matrix is multiplied by $0.5^{|a-b|}$. All $g_a=1$ and $\xi=1$ eV. The four lowest doubly degenerate bands are filled.

At $\Gamma$ the sines vanish, so $s$ and $p$ decouple, and the three $p$ directions are equivalent. Diagonalizing the shell matrix gives $p$ levels $e_n$, now numbered within the $p$ set, and projections $\gamma_n=\sum_ag_au_{an}$ on its eigenvectors $u_n$. From

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]\equiv c,$$

one finds $c=\tfrac12$ for $j=\tfrac32$ and $c=-1$ for $j=\tfrac12$. For each $j$ the amplitudes $x_n$ obey

$$(e_n-E)x_n+c\,\xi\,\gamma_n X=0,\qquad X=\sum_m\gamma_mx_m .$$

Solve for $x_n$, multiply by $\gamma_n$, sum over the kept levels and divide by $X$. This is allowed because $X=0$ would require a level with $\gamma_n=0$, the $e_n$ being distinct. The result is

$$1+c\,\xi\sum_{n\ \mathrm{kept}}\frac{\gamma_n^2}{e_n-E}=0 .$$

The full problem has the same equation with all $n$. Both sums equal $-1/(c\xi)$, so they equal each other. Let $E$ be the lowest full root and $E'=E+\delta$ the truncated one. Moving the kept terms to one side and using

$$\frac1{e_n-E'}-\frac1{e_n-E}=\frac{\delta}{(e_n-E')(e_n-E)}$$

gives, without approximation in this model,

$$\delta=\frac{\displaystyle\sum_{n\ \mathrm{dropped}}\gamma_n^2/(e_n-E)}{\displaystyle\sum_{n\ \mathrm{kept}}\gamma_n^2/[(e_n-E')(e_n-E)]} .$$

For weak coupling both $E$ and $E'$ approach $e_1+c\xi\gamma_1^2$. The $n=1$ term then dominates the denominator and equals $\gamma_1^2/(c\xi\gamma_1^2)^2=1/(c^2\xi^2\gamma_1^2)$, so that

$$\delta\simeq c^2\xi^2\gamma_1^2\sum_{n\ \mathrm{dropped}}\frac{\gamma_n^2}{e_n-e_1}.$$

The $j=\tfrac12$ error is four times the $j=\tfrac32$ error, because $c^2$ is 1 against $\tfrac14$. The lower level is therefore too high by more than the upper one, and truncation makes the splitting too small.

**Numbers at $\Gamma$.** The lowest scalar $p$ level is $e_1=0.5918$ eV and $\gamma_1^2=0.9385$. With $N=4$, only the first $s$ and $p$ bands are kept, and the secular equation gives $E'=e_1+c\xi\gamma_1^2$:

$$E'_{1/2}=0.5918-0.9385=-0.3467\ \mathrm{eV},$$
$$E'_{3/2}=0.5918+0.4692=1.0610\ \mathrm{eV}.$$

The full values are $-0.5018$ and $1.0274$ eV, so the errors are 0.155 and 0.034 eV. The splitting is 1.408 eV instead of 1.529 eV, or 8% too small relative to the full result.

| $N$ | splitting (eV) | $j=\frac12$ error (eV) | leading formula (eV) |
|---:|---:|---:|---:|
| 4 | 1.408 | 0.155 | 0.141 |
| 8 | 1.467 | 0.076 | 0.062 |
| 12 | 1.495 | 0.042 | 0.033 |
| 20 | 1.522 | 0.009 | 0.007 |
| 24 | 1.529 | 0 | 0 |

At $N=20$ the leading formula is too low by a factor $0.00905/0.00684=1.32$. The identity for $\delta$ explains this. Here $e_1-E=1.094$ eV and $e_1-E'=1.084$ eV, both larger than the weak-coupling value 0.938 eV. The $n=1$ term alone raises the error by $1.094\times1.084/0.938^2=1.35$; the other kept terms and the shifted energies in the numerator account for the small difference. For $j=\tfrac32$ the shift from $e_1$ is smaller than its weak-coupling value, so the ratio of the two errors exceeds four: it is 4.6 at $N=4$ and 6.1 at $N=20$. At $\xi=0.01$ eV and $N=4$ it is 4.006.

**Numbers away from $\Gamma$.** At $\mathbf k=(0.7,1.3,2.1)$ the largest values among the occupied states are as follows.

| $N$ | error (eV) | after correction (eV) | bound (eV) |
|---:|---:|---:|---:|
| 4 | 0.133 | 0.017 | 0.98 |
| 8 | 0.066 | 0.004 | 0.33 |
| 12 | 0.036 | 0.001 | 0.17 |

The tail estimate removes most of the error, while the bound is safe but loose. The largest bound is about five to seven times the largest error, and the two maxima belong to different states: for the state with the largest bound, the bound is 20 to 25 times its own error. At $N=12$ that state has $\|B\|^2/G=0.173$ eV, $\|B^\dagger\psi_j\|^2/G=0.014$ eV and a tail estimate of 0.0085 eV, so most of the excess comes from using the norm of $B$. With $N=4$, halving $\xi$ from 0.04 to 0.02 eV gives an error of measured order 2.02 in $\xi$, and 3.04 after correction. On a $4\times4\times4$ mesh the sum of occupied energies is too high by 0.47 eV per cell at $N=4$ and by 0.12 eV at $N=12$.

## How fast the error falls

As bands are added, the denominator in the identity for $\delta$ tends to a constant, and the dropped sum sets the rate. If $\gamma_n^2$ tends to a constant $\gamma^2$ and $e_n\simeq4n^2$ eV, then with $p$ levels kept up to $n=p$,

$$\sum_{n>p}\frac{\gamma^2}{4n^2}\simeq\frac{\gamma^2}{4}\int_p^\infty\frac{dn}{n^2}=\frac{\gamma^2}{4p}.$$

Since $N=4p$ in this model, the error falls as $1/N$. With 1000 shells, the $j=\tfrac12$ error is 0.0163 eV at $p=20$ and 0.0081 eV at $p=40$, a decay exponent of 1.00. Its closeness to one is partly accidental. The sum of $1/n^2$ over $n>p$ is nearer $1/(p+\tfrac12)$ than $1/p$, which lowers the exponent by about 0.02. The change of $E'$ in the denominator lowers it by about 0.01. Ending the sum at 1000 shells raises it by about 0.03. Other spectra and couplings have other rates, set by the same kind of sum. The $1/N$ rate depends on two features of this model, and a real crystal with a large basis has neither. First, its bands include all angular momenta, so their number grows as $E^{3/2}$, that is as $p^3$ when $e_p\propto p^2$; a constant $\gamma^2$ would then give $N^{-1/3}$. Second, higher $p$ states of a heavy atom have more weight near the nucleus, so $\gamma_n^2$ grows with $n$ and the fall is slower still.

For a $1/N$ tail, $E(N)-E(2N)$ equals the error that remains at $2N$. A small change on adding a few bands is therefore weak evidence of convergence, and doubling $N$ is a better check. For a tail $N^{-\alpha}$ the change on doubling is $2^\alpha-1$ times the error that remains, so for $\alpha<1$ it underestimates that error: at $\alpha=\tfrac13$ it is only 0.26 of it. In a finite basis the error must reach zero at $N=M$, so this rule can overestimate. With six shells, going from $N=8$ to 16 changes the $j=\tfrac12$ level by $0.076-0.022=0.054$ eV, while 0.022 eV remains.

## Where to place the cut

A cutoff inside a degenerate scalar level keeps an arbitrary part of it and can break the crystal symmetry. It can even split Kramers pairs: if the solver returns a complex combination such as $p_x+ip_y$ and only that one is kept, its partner under $\Theta$, $p_x-ip_y$, is missing. At $\Gamma$, $N=6$ keeps one orbital of the second $p$ triplet. Suppose that it is real, which preserves the Kramers pairs, and call it $p_z$; any other real direction is equivalent there. The decomposition

$$p_z{\uparrow}=\sqrt{\tfrac23}\,\left|\tfrac32,\tfrac12\right\rangle-\sqrt{\tfrac13}\,\left|\tfrac12,\tfrac12\right\rangle$$

shows that it couples to the $m=\pm\tfrac12$ states of the lower $j=\tfrac32$ quartet with strength $\tfrac12\xi\gamma_1\gamma_2\sqrt{2/3}$; the factor $\gamma_1\gamma_2$ is close to one and is dropped in the estimate below. The $m=\pm\tfrac32$ states contain no $p_z$ and do not couple to it. With a level distance of about 12 eV, the $m=\pm\tfrac12$ pair is pushed down by roughly

$$\frac{\xi^2}{4}\cdot\frac23\cdot\frac1{12\ \mathrm{eV}}\approx14\ \mathrm{meV}.$$

The calculation gives a spurious splitting of 13.4 meV. At $N=8$, where the triplet is complete, the quartet is intact.

## What the cutoff costs

Consider dense complex diagonalization of size $n$ with all eigenvectors. In real arithmetic, when $m$ rows remain, reduction to tridiagonal form needs about $4m^2$ operations, which sum to $\tfrac43n^3$. Transforming the vectors back costs about $4mn$ per step, which sums to $2n^3$. A complex multiply-add takes 8 real operations instead of 2, so the total is $4(\tfrac43+2)n^3=\tfrac{40}3n^3$. The tridiagonal problem itself is neglected.

In a large cell the on-site operators $\Lambda_i$ are sparse, so the main cost of each spin-orbit block is one dense product of $MN^2$ complex multiply-adds. Two blocks take $16MN^2$ operations. With $\nu=N/M$, the cost relative to direct diagonalization at size $2M$ is

$$\frac{\tfrac{40}3M^3+\tfrac{40}3(2N)^3+16MN^2}{\tfrac{40}3(2M)^3}=\frac18+\nu^3+0.15\,\nu^2 .$$

With a complex scalar step, as counted here, the floor is $\tfrac18$ and the count breaks even at $\nu=0.91$. With an inversion centre $H_0$ can be made real at every $\mathbf k$ (in the model, by multiplying the $s$ orbitals by $i$). The scalar step then costs a quarter as much and the blocks need three real products, $6MN^2$ operations, so the ratio becomes $\tfrac1{32}+\nu^3+0.056\,\nu^2$, which breaks even at $\nu=0.97$. The timings below use the complex form. For a 12-cell supercell with $M=288$, the measured ratios of processor time were 0.14, 0.32 and 1.21 at $\nu=\tfrac16$, $\tfrac12$ and 1; the count gives 0.13, 0.29 and 1.28. Timings vary with machine and matrix size. If the scalar solver finds only a few bands iteratively, a different count is needed.

In a supercell each primitive band folds into as many bands as there are cells. The same accuracy then needs $N$ proportional to the cell size, at unchanged $\nu$.

## Setting it in practice

1. Start above the highest state of interest and place the cut in a gap. Where no gap runs through the whole zone, complete nearly degenerate groups as well as exactly degenerate ones at each $\mathbf k$. The computed bands can jump where the number of kept bands changes.
2. Double $N$, moving the new cut to a nearby gap if it falls inside a degenerate group, and watch the quantity you need; the change measures the remaining error only if the tail falls as $1/N$ or faster, so double more than once to see the rate. In this model, a splitting at $\Gamma$ within 3% of its full value, with no degenerate level cut, takes $N=12$, half of all bands, at about a third of the direct cost.
3. If all scalar eigenvectors are available, use the tail estimate as an error indicator or a correction.
4. If the required $N/M$ approaches the break-even value (about 0.9 with a complex scalar step, 0.97 with a real one, by the operation count), diagonalize the full problem directly.
5. Test the orbital basis separately, since no choice of $N$ can repair it.

The numerical check checks the bounds, the secular equation, the error orders and the cost estimate numerically.

## Table of computed values

```
shells 6, scalar bands M = 24, xi = 1.00 eV
hopping ss, sp, pp-sigma, pp-pi: -0.3, 0.5, 0.6, -0.15 eV
p on-site energies (eV): 0 12 32 60 96 140
s level relative to p of same shell: -6.0 eV
intershell hopping factor per shell step: 0.5
hydrogenic xi_23/sqrt(xi_22 xi_33) = 0.9406
Gamma: lowest scalar p level 0.59177 eV, gamma_1^2 0.93847
Gamma exact: j=1/2 -0.50176, j=3/2 1.02744 eV
Gamma: N, splitting, error j=1/2, leading formula, error j=3/2 (eV)
   4 1.40771 0.15506 0.14108 0.03357
   8 1.46695 0.07618 0.06216 0.01393
  12 1.49482 0.04152 0.03250 0.00715
  16 1.51101 0.02182 0.01671 0.00364
  20 1.52163 0.00905 0.00684 0.00148
  24 1.52920 0.00000 0.00000 0.00000
error ratio j=1/2 to j=3/2, xi = 0.01 eV, N=4: 4.0059
spurious j=3/2 splitting at N=6: 13.410 meV
j=3/2 quartet intact at N=8 (below 1e-9 eV): True
general k = 0.7 1.3 2.1 (1/lattice constant)
largest occupied: N, error, error after tail correction, bound (eV)
   4 0.132503 0.016751 0.9756
   8 0.066261 0.004310 0.3267
  12 0.036276 0.001306 0.1722
  16 0.019090 0.000363 0.0908
  20 0.007912 0.000062 0.0380
order in xi: error 2.021, after correction 3.041
4x4x4 mesh: N, largest occupied error, band-energy error per cell (eV)
   4 0.160548 0.468010
   8 0.078717 0.219210
  12 0.042854 0.117694
  16 0.022431 0.061276
  20 0.009212 0.025170
1000 shells: error 0.01626 eV with 20 p shells kept,
  0.00812 eV with 40; decay exponent 1.002
supercell: 12 cells, M = 288, direct solution 0.406 s
N, N/M, measured time ratio, operation-count ratio
   48 0.167 0.139 0.134
  144 0.500 0.323 0.287
  288 1.000 1.207 1.275
break-even N/M from the operation count: 0.909
```
